# Empty dimers on half-hydrogenated Si(001): where the pairing energy enters: a numerical check

```python
"""Hydrogen pairing on independent Si(001) dimers.

Result under test: at half coverage the fraction of empty dimers is
    p0 = 1 / (2 * (1 + exp(-E / (2 k T)))),
where E is the energy released when two singly occupied dimers turn into
one empty and one doubly occupied dimer. Each dimer has two H sites.
theta = H atoms per site; p0, p1, p2 = fractions of dimers with 0, 1, 2 H.
K = exp(E / kT). Energies in eV, temperatures in K, times in s.
The formulas are compared with explicit sums over site occupations and with
sums at a fixed number of H atoms. Neglected effects are then sized.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from scipy.special import gammaln

K_B = constants.k / constants.e  # eV/K


def half_coverage_empty(energy, temperature, tilt_states=1):
    """Derived formula; tilt_states multiplies the weight of an empty dimer."""
    x = np.exp(-energy / (2 * K_B * temperature)) / np.sqrt(tilt_states)
    return 1 / (2 * (1 + x))


def fractions(theta, energy, temperature):
    """Derived fractions p0, p1, p2 at any coverage."""
    big_k = np.exp(energy / (K_B * temperature))
    q = theta * (1 - theta)
    p1 = 4 * q / (1 + np.sqrt(1 + 4 * (big_k - 1) * q))
    return np.array([1 - theta - p1 / 2, p1, theta - p1 / 2])


def fixed_number_sum(dimers, atoms, energy, temperature, tilt_states=1):
    """Mean fractions from the sum over all numbers of doubly occupied dimers."""
    double = np.arange(max(0, atoms - dimers), atoms // 2 + 1)
    single = atoms - 2 * double
    empty = dimers - double - single
    log_w = (-gammaln(double + 1) - gammaln(single + 1) - gammaln(empty + 1)
             + single * np.log(2) + double * energy / (K_B * temperature)
             + empty * np.log(tilt_states))
    w = np.exp(log_w - log_w.max())
    w /= w.sum()
    return np.array([w @ empty, w @ single, w @ double]) / dimers


E = 0.25
T = 700.0
THETA = 0.5
kT = K_B * T
x = np.exp(-E / (2 * kT))
p = fractions(THETA, E, T)
p0 = half_coverage_empty(E, T)

# Explicit enumeration of every site occupation of a few dimers
RING = 6
sites = np.array(list(itertools.product((0, 1), repeat=2 * RING)))
n = sites.reshape(-1, RING, 2).sum(axis=2)
total = n.sum(axis=1)
n_double = (n == 2).sum(axis=1)
for atoms in (4, 6, 7):
    chosen = total == atoms
    w = np.exp(E * n_double[chosen] / kT)
    w /= w.sum()
    direct = np.array([w @ (n[chosen] == m).mean(axis=1) for m in (0, 1, 2)])
    assert np.allclose(direct, fixed_number_sum(RING, atoms, E, T), atol=1e-10)

# Large system against the derived fractions; finite-size error is of order 1/N
N = 4000
for theta in (0.3, 0.45, 0.5, 0.55, 0.8):
    summed = fixed_number_sum(N, round(2 * N * theta), E, T)
    assert np.allclose(summed, fractions(theta, E, T), atol=1 / N)
large = fixed_number_sum(N, N, E, T)
random_large = fixed_number_sum(N, N, 0.0, T)
assert abs(large[0] - p0) < 1 / N
assert abs(random_large[0] - 0.25) < 1 / N
ratio_sum = large[0] * large[2] / large[1] ** 2
assert abs(ratio_sum / (np.exp(E / kT) / 4) - 1) < 0.01
assert round(100 * large[0]) == 44
assert abs(fixed_number_sum(N, N, 2.0, T)[0] - 0.5) < 1e-3

# Coverage sensitivity: change of p0 is close to minus the change of theta
p0_low = fractions(0.45, E, T)[0]
p0_high = fractions(0.55, E, T)[0]
summed_slope = (fixed_number_sum(N, 4400, E, T)[0]
                - fixed_number_sum(N, 3600, E, T)[0]) / 0.10
assert abs(summed_slope + 1) < 0.01

# Two tilts of an empty dimer, none for the other states
p0_tilt = half_coverage_empty(E, T, 2)
assert abs(fixed_number_sum(N, N, E, T, 2)[0] - p0_tilt) < 1 / N

# Attraction J per H-H pair on neighbouring dimers of one row
J = 0.010
a, b, c = 2 * np.cosh(J / kT), 2 * x, 2 * np.sqrt(x)
top = (a + b + np.sqrt((a - b) ** 2 + 4 * c ** 2)) / 2
p1_row = (top - a) ** 2 / ((top - a) ** 2 + c ** 2)
p0_row = (1 - p1_row) / 2
pair_row = p0_row * np.exp(J / kT) / top

ring_energy = -E * n_double - J * (n * np.roll(n, -1, axis=1)).sum(axis=1)


def ring_weights(mu):
    exponent = -(ring_energy - mu * total) / kT
    w = np.exp(exponent - exponent.max())
    return w / w.sum()


mu_half = brentq(lambda mu: ring_weights(mu) @ total / (2 * RING) - 0.5,
                 -1.0, 1.0, xtol=1e-13)
w_ring = ring_weights(mu_half)
empty = n == 0
p0_ring = w_ring @ empty.mean(axis=1)
pair_ring = w_ring @ (empty & np.roll(empty, -1, axis=1)).mean(axis=1)
assert abs(mu_half - (-E / 2 - 2 * J)) < 1e-9
# The ring is short: its error falls as a power of the eigenvalue ratio
assert abs(p0_ring - p0_row) < 2e-4
assert abs(pair_ring - pair_row) < 5e-4

# Rough Arrhenius values: leaving a paired dimer, and desorption
HOP_PREFACTOR, HOP_BARRIER = 1e13, 1.7
DES_PREFACTOR, DES_BARRIER = 1e15, 2.5
t_unpair = np.exp((HOP_BARRIER + E) / kT) / HOP_PREFACTOR
t_desorb = np.exp(DES_BARRIER / kT) / DES_PREFACTOR
assert t_desorb > 10 * t_unpair

print(f"pairing energy E = {E:.2f} eV")
print(f"temperature T = {T:.0f} K")
print(f"coverage theta = {THETA:.2f} H per Si site")
print(f"thermal energy kT = {kT:.5f} eV")
print(f"E/kT = {E / kT:.3f} (no unit)")
print(f"E/(2kT) = {E / (2 * kT):.3f} (no unit)")
print(f"K = exp(E/kT) = {np.exp(E / kT):.2f} (no unit)")
print(f"x = exp(-E/(2kT)) = {x:.4f} (no unit)")
print(f"equilibrium ratio K/4 = {np.exp(E / kT) / 4:.2f} (no unit)")
print(f"same ratio from sum over {N} dimers = {ratio_sum:.2f} (no unit)")
print(f"empty dimers p0 = {100 * p0:.2f} per cent")
print(f"singly occupied p1 = {100 * p[1]:.2f} per cent")
print(f"doubly occupied p2 = {100 * p[2]:.2f} per cent")
print(f"p0 from sum over {N} dimers = {100 * large[0]:.2f} per cent")
print(f"random p0, formula = {100 * half_coverage_empty(0, T):.2f} per cent")
print(f"random p0, sum = {100 * random_large[0]:.2f} per cent")
print(f"gain over random p0/p0(random) = {p0 / half_coverage_empty(0, T):.3f}")
wrong = half_coverage_empty(2 * E, T)
print(f"p0 with mistaken exponent E/kT = {100 * wrong:.2f} per cent")
for temp in (500, 600, 800, 900):
    print(f"p0 at {temp} K = {100 * half_coverage_empty(E, temp):.2f} per cent")
print(f"p0 at theta 0.45 = {100 * p0_low:.2f} per cent")
print(f"p0 at theta 0.55 = {100 * p0_high:.2f} per cent")
print(f"slope dp0/dtheta from sums = {summed_slope:.3f} (no unit)")
for energy in (0.20, 0.30):
    value = 100 * half_coverage_empty(energy, T)
    print(f"p0 for E = {energy:.2f} eV: {value:.2f} per cent")
print(f"tilt entropy as energy, kT ln 2 = {kT * np.log(2):.4f} eV")
print(f"p0 with two tilts of empty dimer = {100 * p0_tilt:.2f} per cent")
print(f"row attraction J = {J:.3f} eV per H-H pair (rough)")
print(f"attraction of two full dimers 4J = {4 * J:.3f} eV")
print(f"J/kT = {J / kT:.4f} (no unit)")
print(f"largest transfer eigenvalue = {top:.4f} (no unit)")
print(f"chemical potential at half coverage = {mu_half:.4f} eV")
print(f"p0 with row attraction = {100 * p0_row:.2f} per cent")
print(f"p0 from ring of {RING} dimers = {100 * p0_ring:.2f} per cent")
print(f"adjacent empty pair, independent = {100 * p0 ** 2:.2f} per cent")
print(f"adjacent empty pair, attraction = {100 * pair_row:.2f} per cent")
print(f"adjacent empty pair, ring = {100 * pair_ring:.2f} per cent")
print(f"hop prefactor = {HOP_PREFACTOR:.0e} 1/s (rough)")
print(f"hop barrier = {HOP_BARRIER:.1f} eV (rough)")
print(f"barrier to leave a pair = {HOP_BARRIER + E:.2f} eV (rough)")
print(f"desorption prefactor = {DES_PREFACTOR:.0e} 1/s (rough)")
print(f"desorption barrier = {DES_BARRIER:.1f} eV (rough)")
print(f"time to leave a pair = {t_unpair:.1e} s (rough)")
print(f"desorption time = {t_desorb:.1e} s (rough)")
print(f"desorption time / leaving time = {t_desorb / t_unpair:.0f} (rough)")
print("tests ok")
```

Printed output:

```
pairing energy E = 0.25 eV
temperature T = 700 K
coverage theta = 0.50 H per Si site
thermal energy kT = 0.06032 eV
E/kT = 4.144 (no unit)
E/(2kT) = 2.072 (no unit)
K = exp(E/kT) = 63.08 (no unit)
x = exp(-E/(2kT)) = 0.1259 (no unit)
equilibrium ratio K/4 = 15.77 (no unit)
same ratio from sum over 4000 dimers = 15.77 (no unit)
empty dimers p0 = 44.41 per cent
singly occupied p1 = 11.18 per cent
doubly occupied p2 = 44.41 per cent
p0 from sum over 4000 dimers = 44.41 per cent
random p0, formula = 25.00 per cent
random p0, sum = 25.00 per cent
gain over random p0/p0(random) = 1.776
p0 with mistaken exponent E/kT = 49.22 per cent
p0 at 500 K = 47.40 per cent
p0 at 600 K = 45.91 per cent
p0 at 800 K = 42.99 per cent
p0 at 900 K = 41.68 per cent
p0 at theta 0.45 = 49.44 per cent
p0 at theta 0.55 = 39.44 per cent
slope dp0/dtheta from sums = -1.000 (no unit)
p0 for E = 0.20 eV: 42.00 per cent
p0 for E = 0.30 eV: 46.16 per cent
tilt entropy as energy, kT ln 2 = 0.0418 eV
p0 with two tilts of empty dimer = 45.91 per cent
row attraction J = 0.010 eV per H-H pair (rough)
attraction of two full dimers 4J = 0.040 eV
J/kT = 0.1658 (no unit)
largest transfer eigenvalue = 2.2763 (no unit)
chemical potential at half coverage = -0.1450 eV
p0 with row attraction = 44.53 per cent
p0 from ring of 6 dimers = 44.53 per cent
adjacent empty pair, independent = 19.72 per cent
adjacent empty pair, attraction = 23.09 per cent
adjacent empty pair, ring = 23.09 per cent
hop prefactor = 1e+13 1/s (rough)
hop barrier = 1.7 eV (rough)
barrier to leave a pair = 1.95 eV (rough)
desorption prefactor = 1e+15 1/s (rough)
desorption barrier = 2.5 eV (rough)
time to leave a pair = 1.1e+01 s (rough)
desorption time = 1.0e+03 s (rough)
desorption time / leaving time = 91 (rough)
tests ok
```
